# Core-level shifts from core-hole pseudopotentials: a model carbon atom, part 2

The problem is to obtain the shift $BE_A-BE_B$ of the carbon 1s binding energy between two sites from pseudopotential (PS) energies, and to compare it with all-electron (AE) values. Hartree atomic units are used, in a spherical, spin-unpolarised, non-relativistic LDA model.

An atom of nuclear charge $Z$ sits inside a thin shell of charge $Q$ at radius $R=3$ bohr. A site is $(f_{2s},f_{2p},Q)$: the reference $F=(2,2,0)$, $A=(2,1.5,-0.5)$, $B=(1.5,2.75,0.25)$. In the tables, $s$ runs along $F+s(B-F)$. Valence occupations $f_l$ stay fixed when the hole is made. The 1s occupation is $2-\lambda$: $\lambda=1$ is one hole, $\lambda=\tfrac12$ the transition state.

The norm-conserving potentials are $V$ (carbon, $Z_v=4$), $V^*$ (carbon with a hole, $Z_v=5$) and $V_N$ (nitrogen, full core, $Z_v=5$), built with valence $2s^22p^2$ and $r_c=1.2$ bohr unless stated otherwise. Their tail is $-Z_v/r$. Pseudo-orbitals are $\tilde u_l$, with eigenvalues $\tilde\varepsilon_l$; AE eigenvalues are $\varepsilon_i$.

Janak's theorem (section 2) is $dE/df_i=\varepsilon_i$, so $dE_{AE}/d\lambda=-\varepsilon_{1s}(\lambda)$. The Hellmann–Feynman theorem, with $Z_{ion}=Z_v$ in the pseudo-atom, is

$$\frac{dE}{dt}=\Big\langle\frac{\partial V}{\partial t}\Big\rangle\equiv\sum_i f_i\int u_i^2\,\frac{\partial V_{l_i}}{\partial t}\,dr+\frac{dZ_{ion}}{dt}\frac{Q}{R}.$$

Section 4 defines

$$C=E_{AE}(\text{ref})-E_{PS}(\text{ref}),\qquad D(X)=E_{AE}(X)-E_{PS}(X)-C,$$

and $C^*$, $D^*$ likewise with the hole. For external charges outside $r_c$ and the core density, the residual has no first-order term: $D=\tfrac12\sum_{ab}D_{ab}\delta_a\delta_b+O(\delta^3)$ with $\delta=(\delta f_{2s},\delta f_{2p},Q)$.

With $\Delta E_{PS}(X)$ the PS energy with $V^*$ at $X$ minus that with $V$, section 5 gives

$$BE_X=\Delta E_{PS}(X)+K+D^*_X-D,\qquad K=C^*-C .$$

$K$ cancels between sites. Section 6 found $K=14.53193$ Ha, $\Delta E_{PS}(A)=-3.30070$ Ha, $\Delta E_{PS}(B)=-3.51816$ Ha and an AE $BE_A=11.23139$ Ha. The PS shift is $0.21746$ Ha, the AE shift $0.21758$ Ha.

## 8. The initial state without a core orbital

Build a family $V_\lambda$, each member from the AE atom with hole fraction $\lambda$ and the same valence reference $F$, with $Z_v=4+\lambda$. For every $\lambda$ section 4 applies:

$$E_{AE}(\lambda,X)=E_{PS}[V_\lambda](X)+C(\lambda)+\tfrac12\sum_{ab}D_{ab}(\lambda)\delta_a\delta_b+\dots$$

The departures $\delta_a$ do not depend on $\lambda$, because the reference is the same for all members, so the $\lambda$-derivative of the last term is still of second order in $\delta$. Differentiating at $\lambda=0$, with Janak on the left and Hellmann–Feynman on the right,

$$-\varepsilon_{1s}(X)=\Big\langle\frac{\partial V_\lambda}{\partial\lambda}\Big\rangle_X+\frac{dC}{d\lambda}+O(\delta^2).$$

The core eigenvalue is reconstructed from the pseudo ground state alone, up to the atomic constant $dC/d\lambda$, which cancels between sites for the same reason as $K$. With central differences at $\lambda=\pm0.02$, $dC/d\lambda=13.01364$ Ha. At $F$ the right side is $-3.06591+13.01364=9.94773$ Ha against $9.94772$ Ha (asserted within $10^{-4}$ Ha). At $A$ it is $-2.97165+13.01364=10.04199$ Ha against $10.04208$, and at $B$ $9.92989$ against $9.92994$ Ha (asserted within $3\times10^{-3}$ Ha). The initial-state shift is $0.11210$ Ha, within $4\times10^{-5}$ Ha of the AE eigenvalue shift.

Outside $r_c$, where the core density has died out, $\partial V_\lambda/\partial\lambda=-1/r$, by the tail of section 3. Inside $r_c$ the derivative depends on $l$ and is not purely electrostatic, so the bracket is only approximately the energy of adding a unit positive charge, smeared over the core, in the potential of the valence electrons and of the surroundings. This approximation is the potential model of chemical shifts, with an on-site term and a Madelung term; its error need not cancel between sites. Here the ion–shell term $Q/R$ is $-0.16667$ Ha at $A$ and $+0.08333$ Ha at $B$, a difference of $-0.25$ Ha, and the electronic term supplies $0.11210+0.25=0.36210$ Ha. The two act against each other because each site is neutral overall.

If only $V$ and $V^*$ are at hand, $\partial V_\lambda/\partial\lambda$ can be replaced by $V^*-V$. Taylor's theorem gives $V^*-V=\partial_\lambda V+\tfrac12\partial^2_\lambda V+\dots$, and the extra terms are short-ranged since the tail $-(4+\lambda)/r$ is linear in $\lambda$. Their expectation value changes with the site already at first order in $\delta$, both through the occupations and through the response of the orbitals. The replacement gives $-2.97954+3.09400=0.11446$ Ha $=3.114$ eV, which differs from the eigenvalue shift by $0.0023$ Ha, or 2% of it. It is a separate approximation.

## 9. Relaxation along a linear path

Consider $V(t)=V+t(V^*-V)$ with $Z_v=4+t$. For fixed orbitals $\{\tilde u\}$ the functional is linear in $t$: $E(t;\tilde u)=E(0;\tilde u)+t\langle V^*-V\rangle_{\tilde u}$. In the pseudo-atom each $l$ has one nodeless orbital, and the self-consistent solution is taken to be the minimum over normalised spherical orbitals at fixed occupations. This is where the pseudo-atom differs from the AE atom, whose hole state is not a minimum. Using the orbitals of $t=0$ as trial functions at $t=1$,

$$E(1)\le E(0)+\langle V^*-V\rangle_0 ,$$

and using those of $t=1$ at $t=0$, $E(0)\le E(1)-\langle V^*-V\rangle_1$. By Hellmann–Feynman the two brackets are $E'(0)$ and $E'(1)$, so

$$E'(1)\le\Delta E_{PS}\le E'(0).$$

The relaxation energy $\mathcal R=\Delta E_{PS}-E'(0)$ is therefore not positive, and the shift splits into an initial-state part and a final-state part,

$$\Delta E_{PS}(A)-\Delta E_{PS}(B)=\big[E'_A(0)-E'_B(0)\big]+\big[\mathcal R_A-\mathcal R_B\big].$$

Write $E(t)=e_0+e_1t+e_2t^2+e_3t^3+\dots$ Then $\mathcal R=e_2+e_3+\dots$, while $\tfrac12[E'(1)-E'(0)]=e_2+\tfrac32e_3+\dots$ The half-difference equals $\mathcal R$ through second order in $V^*-V$ and exceeds it by $\tfrac12e_3$ at third order. The factor one half is that of linear response: the induced charge grows in proportion to the perturbation while it is switched on.

For $A$: $E'(0)=-2.97954$, $E'(1)=-3.59956$ Ha enclose $-3.30070$ Ha, $\mathcal R=-0.32116$ Ha, and the half-difference is $-0.31001$ Ha. For $B$: $-3.09400$ and $-3.91905$ Ha enclose $-3.51816$ Ha, $\mathcal R=-0.42416$ Ha, and the half-difference is $-0.41252$ Ha. The half rule misses each $\mathcal R$ by about 3% of it, and the misses are nearly equal, so it gives $0.10251$ Ha for $\mathcal R_A-\mathcal R_B=0.10300$ Ha. The program asserts the two bounds, the equality of $\int_0^1E'\,dt$ with $\Delta E_{PS}$ within $5\times10^{-5}$ Ha, and that the mean of the bounds lies within a fifth of their separation from $\Delta E_{PS}$.

The shift is $0.11446+0.10300=0.21746$ Ha, with 47% from the final state. The split depends on the path: measured from the eigenvalue form of section 8 the final-state part is $0.21746-0.11210=0.10536$ Ha. With $E'(0)$ as the initial-state part, the approximation holds up to the residuals when $\mathcal R$ is equal at both sites; the eigenvalue form also needs $\langle V^*-V-\partial_\lambda V\rangle$ to be nearly equal there. Here $A$ has $3.5$ valence electrons and $B$ has $4.25$, and $|\mathcal R|$ per electron is $0.092$ and $0.100$ Ha, which suggests that the electron count accounts for most of the difference; this reading is a conjecture.

The excess of $BE$ over $-\varepsilon_{1s}(0)$ can now be divided. Subtracting the result of section 8 from that of section 5,

$$BE+\varepsilon_{1s}(0)=\big[\Delta E_{PS}-\langle\partial_\lambda V\rangle\big]+\big[K-dC/d\lambda\big]+O(\delta^2).$$

At $A$ the first bracket is $-3.30070+2.97165=-0.32905$ Ha and the second is $14.53193-13.01364=1.51829$ Ha. The sum $1.18924$ Ha matches $11.23139-10.04208=1.18931$ Ha up to the residuals. The positive part is atomic: it is the curvature of $C(\lambda)$, and it cancels in shifts. An eigenvalue far from the binding energy can therefore still give a good shift, but only if the first bracket is nearly the same at both sites; here it differs by $0.10536$ Ha, so the eigenvalue shift is poor.

## 10. The Z+1 approximation

A core with one electron removed and a core with one proton added both look, from outside, like one more unit of positive charge. To see what differs, take one frozen hydrogen-like core orbital with exponent $\zeta$ for both atoms. The core-hole atom has $-Z/r+v_{1s}$ and the $Z+1$ atom has $-(Z+1)/r+2v_{1s}$, where $v_{1s}$ is the Hartree potential of one core electron, so the electrostatic difference is $w^{es}=1/r-v_{1s}$. For $\rho=4\zeta^3r^2e^{-2\zeta r}$ the charge inside $r$ is $1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)$, and $\int_r^\infty\rho/r'\,dr'=e^{-2\zeta r}(\zeta+2\zeta^2r)$. Dividing the first by $r$ and adding the second, $v_{1s}=1/r-e^{-2\zeta r}(1/r+\zeta)$, so

$$w^{es}=e^{-2\zeta r}\Big(\zeta+\frac1r\Big)>0 .$$

The difference is repulsive and has the range of the core. The pseudopotential counterpart is $w_l=V_l^*-V_{N,l}$, which also contains exchange-correlation, the difference of the core orbitals and orthogonality to the core. Both potentials have the tail $-5/r$, so $w$ has none: for $r\ge2.1$ bohr the largest $|rw|$ is $4.7\times10^{-8}$ Ha bohr, while $r(V^*-V)$ equals $-1$ within $3.5\times10^{-7}$ Ha bohr (both asserted below $10^{-3}$).

The $Z+1$ approximation uses $V_N$ in place of $V^*$. Adding and subtracting $E_{PS}[V_N]$,

$$\Delta E_{PS}(X)=\big(E_{PS}[V_N]-E_{PS}[V]\big)_X+\Omega_X,\qquad\Omega_X=\big(E_{PS}[V^*]-E_{PS}[V_N]\big)_X ,$$

so the error of the $Z+1$ shift relative to the core-hole shift is exactly $\Omega_A-\Omega_B$. The path $V_N+tw$ is linear and the ion charge is constant on it, so section 9 applies with $w$ for $V^*-V$:

$$\langle w\rangle_*\le\Omega\le\langle w\rangle_N,\qquad\Omega=\tfrac12\big[\langle w\rangle_*+\langle w\rangle_N\big]+O(w^3).$$

The second relation follows from the expansion in $t$: $\Omega=e_1+e_2+e_3$, and the mean of the end slopes is $e_1+e_2+\tfrac32e_3$. In AE language the $Z+1$ quantity is $E_{AE}(\text{N},X)-E_{AE}(\text{C},X)$, where the nitrogen atom has a full core and the valence occupations of the carbon site. Section 5 applies to it with $C_N-C$ in place of $K$, and this constant cancels as well.

For $A$, $0.30156<0.33294<0.36636$ Ha with mean $0.33396$ Ha. For $B$, $0.23452<0.25826<0.28372$ Ha with mean $0.25912$ Ha. The bounds and the closeness of the mean are asserted. The $Z+1$ shift is $0.14278$ Ha (PS) and $0.14277$ Ha (AE), both $3.885$ eV, and $0.14278+0.07467=0.21745$ Ha returns the core-hole shift up to rounding.

The approximation is poor for this pair: it misses $0.0747$ Ha, which is 34% of the shift. A short range of $w$ does not make $\Omega$ small; the approximation needs $\Omega$ to be the same at both sites. To first order $\Omega=\sum_lf_l\bar w_l$ with $\bar w_l=\int\tilde u_l^2w_l\,dr$. The form of $w^{es}$ suggests that $\bar w_s$ is much larger than $\bar w_p$: an s orbital has finite density at the nucleus and a p orbital's density vanishes there as $r^2$. In a rough reading the $\bar w_l$ are frozen, that is, taken as equal at all sites. The orbitals do change with the site, so the values of $\bar w_s$ and $\bar w_p$ cannot be extracted reliably from the two values of $\Omega$. The exact dependence on occupation follows from Janak's theorem, $\partial\Omega/\partial f_l=\tilde\varepsilon_l[V^*]-\tilde\varepsilon_l[V_N]$. At $F$ this is about $+0.10$ Ha for s and $-0.02$ Ha for p, while $\bar w_s\approx0.15$ and $\bar w_p\approx+0.02$ Ha. The frozen reading thus gets the sign of the p dependence wrong: an added p electron expands the 2s orbital and lowers $\bar w_s$. The conjecture is that the error comes mainly from the half electron by which the 2s occupations differ, and that it would be much smaller for sites of equal s occupation.

## 11. Screened final states

If the site is coupled to a reservoir of chemical potential $\mu$, as in a metal, the hole can draw a screening electron onto the atom. Assume, as a model, that exactly one electron enters the 2p shell, and write $X^+$ for the site with $f_{2p}+1$. The reservoir's energy changes by $-\mu$, so relative to the vacuum $BE^{vac}=E^*_{AE}(X^+)-\mu-E_{AE}(X)$. Placing the emitted electron at the Fermi level adds $\mu$:

$$BE^F_X=E_{AE}^*(X^+)-E_{AE}(X)=E_{PS}[V^*](X^+)-E_{PS}[V](X)+K+D^*(X^+)-D(X).$$

The excitation is neutral, and $K$ cancels between sites as before. With $V_N$ for $V^*$ the energy difference is that of replacing the carbon atom by a nitrogen atom of the same net charge, so the shift becomes a difference of substitution energies. This is the Johansson–Mårtensson picture.

The reference for $V^*$ now matters at first order. If $V^*$ was built from $2s^22p^2$, the final state departs from it by $\delta+e$, with $e$ one 2p electron. At quadratic level

$$D^*(X^+)=\tfrac12\,\delta\!\cdot\!D^*\delta+e\!\cdot\!D^*\delta+\tfrac12\,e\!\cdot\!D^*e .$$

The last term is site-independent and cancels, but the cross term is linear in $\delta$ and stays in the shift. Since $e$ is a whole electron and not a small quantity, higher orders in $e$ add further terms linear in $\delta$ that can be of comparable size. The quadratic form therefore shows how a linear term arises but does not give its magnitude. Building $V^*$ from the neutral configuration $1s^12s^22p^3$ sets $e=0$.

The AE screened shift is $0.07426$ Ha $=2.021$ eV. The neutral-reference potential, for which $K=14.52674$ Ha, gives $0.07423$ Ha $=2.020$ eV, and the ionic-reference potential gives $0.07451$ Ha $=2.027$ eV. The errors relative to the AE value are $-3\times10^{-5}$ and $+2.5\times10^{-4}$ Ha. Their order is the one the cross-term argument suggests, but their size is not. The quadratic cross term $-e\!\cdot\!D^*(\delta_A-\delta_B)$ is about $1.2\times10^{-3}$ Ha, four times the gap of $2.8\times10^{-4}$ Ha between the two errors. Higher orders in $e$ cancel most of it: minus the slope of $D^*$ at $F+e$ along $\delta_A-\delta_B$, which contains all orders in $e$, is $2.7\times10^{-4}$ Ha. Each error also combines four residuals (the matched-reference error of section 6 was $1.2\times10^{-4}$ Ha), so the smaller value may owe something to cancellation. The program asserts only tolerances of $3\times10^{-3}$ and $10^{-2}$ Ha and not the ordering. Screening has reduced the shift to about a third of the unscreened $0.21758$ Ha. The $Z+1$ values are $0.00750$ Ha (PS, with $V_N$ built from the neutral configuration $2s^22p^3$) and $0.00743$ Ha (AE), about $0.20$ eV; the change of reference affects shifts only through the residuals. The $Z+1$ error, $0.07423-0.00750=0.06673$ Ha, is 11% below the unscreened $0.07467$ Ha. Frozen $\bar w_l$ would make the two equal, since the same 2p electron is added at both sites, but the converse does not hold: changes of $\bar w_l$ between $A$ and $B$ enter both errors, so their closeness does not measure how well that reading works. Because the shift itself is now small, the $Z+1$ error amounts to 90% of it.

## 12. What the comparison does not cover

Every AE number above belongs to the same spherical, spin-unpolarised, non-relativistic LDA model as the PS numbers, so the agreement tests the pseudopotential step and not the functional. Errors of the functional that live in the core, such as the self-interaction of the 1s orbital, and relativistic corrections enter the binding energy mainly through an atomic constant, and cancel in shifts to the extent that they are site-independent; that extent is not measured here. The spin-averaged hole omits the exchange coupling between the remaining 1s electron and open valence shells, which splits the line into multiplet components. A hole in a core shell with $l>0$ is treated as spherical by this construction. The first-order argument of section 4 breaks down for shallow cores whose density reaches the neighbouring charges, and for bond lengths short enough that those charges enter $r_c$.

The program that performs the tests named above, and its output, follow.

## Values computed for the example and the checks

```
shell radius R = 3.0 bohr; sites (f2s, f2p, Q in e): F (2.0, 2.0, 0.0) A (2.0, 1.5, -0.5) B (1.5, 2.75, 0.25)
AE C ref levels 1s 2s 2p: -9.94772 -0.50087 -0.19919 Ha
ref E_AE -37.42575  E_PS -5.34538  C -32.08036 Ha (rc 1.2 bohr)
ref E_AE* -26.35050  E_PS* -8.80206  C* -17.54843 Ha
K = C* - C (rc 1.2): 14.53193 Ha
D: slope 1.3e-10 Ha (dE_PS/ds 0.1058 Ha), even-part ratio 4.002
D: curvature from energies 2.501e-04, from gradients 2.501e-04 Ha
D*: slope 6.3e-11 Ha (dE_PS/ds 0.0366 Ha), even-part ratio 4.003
D*: curvature from energies 3.654e-04, from gradients 3.655e-04 Ha
dD/dQ, norm +10%: difference 5.832e-04, formula 5.832e-04 Ha/e
dD/dQ, norm conserved: -1.1e-09 Ha/e
BE_AE(F): 11.07525 Ha
E_PS[V]: A -5.28536  B -5.24903  A-B -0.03633 Ha
E_PS[V*]: A -8.58606  B -8.76719  A-B 0.18113 Ha
dE_PS: A -3.30070  B -3.51816  A-B 0.21746 Ha
dE_PS + K: A 11.23123  B 11.01377  A-B 0.21746 Ha
BE_AE: A 11.23139  B 11.01381  A-B 0.21758 Ha
D: A 5.22e-05  B 1.13e-04  A-B -6.05e-05 Ha
D*: A 2.11e-04  B 1.49e-04  A-B 6.28e-05 Ha
shift A-B, AE dSCF: 0.21758 Ha = 5.921 eV
shift A-B, core-hole PS rc 1.2: 0.21746 Ha = 5.917 eV
K (rc 1.5): 14.52984 Ha
shift A-B, core-hole PS rc 1.5: 0.21757 Ha = 5.920 eV
Janak integral: A 11.23139  B 11.01381  A-B 0.21758 Ha
-eps1s(0): A 10.04208  B 9.92994  A-B 0.11214 Ha
-eps1s(1/2): A 11.22292  B 11.00552  A-B 0.21740 Ha
-eps1s(1): A 12.45428  B 12.13028  A-B 0.32401 Ha
dC/dlam 13.01364; F: <dV/dlam> -3.06591, -eps1s(0) 9.94772 Ha
<dV/dlam>: A -2.97165  B -3.08375  A-B 0.11210 Ha
E'(0) = <V*-V>_0: A -2.97954  B -3.09400  A-B 0.11446 Ha
E'(1) = <V*-V>_1: A -3.59956  B -3.91905  A-B 0.31948 Ha
relaxation R: A -0.32116  B -0.42416  A-B 0.10300 Ha
[E'(1)-E'(0)]/2: A -0.31001  B -0.41252  A-B 0.10251 Ha
shift, initial state AE: 0.11214 Ha = 3.051 eV
shift, initial state dV/dlam: 0.11210 Ha = 3.051 eV
shift, initial state V*-V: 0.11446 Ha = 3.114 eV
shift, transition state AE: 0.21740 Ha = 5.916 eV
r >= 2.1 bohr: max|r w| 4.7e-08, max|r(V*-V)+1| 3.5e-07 Ha bohr
<w>_*: A 0.30156  B 0.23452  A-B 0.06703 Ha
E[V*]-E[V_N]: A 0.33294  B 0.25826  A-B 0.07467 Ha
<w>_N: A 0.36636  B 0.28372  A-B 0.08264 Ha
mean of bounds: A 0.33396  B 0.25912  A-B 0.07484 Ha
shift, Z+1 PS: 0.14278 Ha = 3.885 eV
shift, Z+1 AE: 0.14277 Ha = 3.885 eV
K, neutral hole reference: 14.52674 Ha
screened shift, AE: 0.07426 Ha = 2.021 eV
screened shift, PS neutral ref: 0.07423 Ha = 2.020 eV
screened shift, PS ionic ref: 0.07451 Ha = 2.027 eV
screened shift, Z+1 PS: 0.00750 Ha = 0.204 eV
screened shift, Z+1 AE: 0.00743 Ha = 0.202 eV
```
